# Finite-cell error of the simple-cubic tracer correlation factor

## Result

A tracer moves on a simple cubic lattice of $N=L^3$ sites, $L\ge 3$, with periodic boundaries and one vacancy. Every other site holds an atom, and the vacancy exchanges with each of its six neighbours at the same rate. The tracer correlation factor $f_N$ of this cell exceeds the infinite-lattice, dilute-vacancy value $f$ by

$$
f_N-f=\frac{(1+f)^2}{3N}+\frac{(1+f)^2B}{2N^{5/3}}+O(N^{-2}).\tag{1}
$$

Here $f=0.65311$ and $B=2.968$, so the two coefficients are $0.911$ and $4.056$. The leading error is positive and inversely proportional to the number of sites. The first correction is smaller by a factor $3B/(2L^2)=4.45/L^2$, which is still 12% at $L=6$.

The definition used is

$$
f_N=\lim_{n\to\infty}\frac{\langle R_n^2\rangle}{n a^2},
$$

where $n$ counts actual tracer jumps, $a$ is the jump length, and $R_n$ is the unwrapped displacement: a tracer that crosses the cell boundary keeps its accumulated distance. The long-time limit is taken at fixed $N$, and $N$ is made large afterwards.

## From jump directions to one cosine

Let $\mathbf u_j$ be the unit vector of the $j$-th tracer jump. After this jump the vacancy sits at $-\mathbf u_j$ relative to the tracer, because the two have exchanged places. The next direction therefore depends on $\mathbf u_j$ alone, and the directions form a Markov chain. The four directions perpendicular to $\mathbf u_j$ are equivalent, so the mean next direction lies along $\mathbf u_j$:

$$
\langle\mathbf u_{j+1}\,|\,\mathbf u_j\rangle=c_N\mathbf u_j ,\qquad
\langle\mathbf u_{j+m}\cdot\mathbf u_j\rangle=c_N^m .
$$

The second relation follows by repeating the first $m$ times. Expanding the square of $\mathbf R_n=a\sum_j\mathbf u_j$ gives $n$ diagonal terms and $n-m$ pairs at separation $m$, each counted twice:

$$
\frac{\langle R_n^2\rangle}{na^2}=1+2\sum_{m=1}^{n-1}\Big(1-\frac mn\Big)c_N^m
\;\longrightarrow\; 1+\frac{2c_N}{1-c_N},
$$

$$
f_N=\frac{1+c_N}{1-c_N}.\tag{2}
$$

## The cosine on the torus

Place the tracer at the origin and measure length in units of $a$. Let $h(\mathbf r)$ be the mean $x$-component of the next tracer jump when the vacancy is at $\mathbf r\ne0$. If the vacancy enters the origin from $+\hat{\mathbf x}$, the tracer moves to $+\hat{\mathbf x}$ and the contribution is $+1$. Entry from $-\hat{\mathbf x}$ contributes $-1$, and the other four entries contribute zero. Following one vacancy hop gives

$$
h(\mathbf r)-\frac16\sum_{\mathbf e}h(\mathbf r+\mathbf e)
=\frac16\left(\delta_{\mathbf r,\hat{\mathbf x}}-\delta_{\mathbf r,-\hat{\mathbf x}}\right),\tag{3}
$$

where $\mathbf e$ runs over the six neighbour vectors and $h(0)=0$ is a definition that removes the hop into the tracer from the sum. Reflection in $x$ makes $h$ odd in $x$. At $\mathbf r=0$ the neighbour sum then vanishes, so (3) holds there too and can be solved on the whole torus. The condition $L\ge3$ keeps $\hat{\mathbf x}$ and $-\hat{\mathbf x}$ distinct.

Write $\hat h(\mathbf k)=\sum_{\mathbf r}h(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}$, with each component of $\mathbf k$ a multiple of $2\pi/L$, and define

$$
\Omega(\mathbf k)=\sum_{i=1}^3(1-\cos k_i).
$$

The left side of (3) becomes $(\Omega/3)\hat h$. The right side becomes $(e^{-ik_x}-e^{ik_x})/6=-(i/3)\sin k_x$. Hence $\hat h=-i\sin k_x/\Omega$ for $\mathbf k\ne0$. At $\mathbf k=0$ both sides vanish and the equation leaves $\hat h(0)$ open, but $\hat h(0)=\sum_{\mathbf r}h(\mathbf r)=0$ because $h$ is odd. After a jump along $+\hat{\mathbf x}$ the vacancy is at $-\hat{\mathbf x}$, so

$$
c_N=h(-\hat{\mathbf x})=\frac1N\sum_{\mathbf k\ne0}
\frac{-i\sin k_x(\cos k_x-i\sin k_x)}{\Omega(\mathbf k)} .
$$

The product $\sin k_x\cos k_x$ is odd and sums to zero. What remains is

$$
c_N=-t_N,\qquad
t_N=\frac1N\sum_{\mathbf k\ne0}\frac{\sin^2k_x}{\Omega(\mathbf k)}.\tag{4}
$$

The cosine is negative: the vacancy left behind by a jump tends to take the tracer back. As a test of (2) and (4), the long-time variance was computed from the full Markov process of tracer and vacancy for $L=3,4,5,6,8$. It agreed with $f_N$ to within $10^{-8}$.

## The infinite lattice

For $N\to\infty$ the sum becomes an average over the Brillouin zone. Use $1/\Omega=\int_0^\infty e^{-s\Omega}ds$, which separates the three components. The $y$ and $z$ averages of $e^{s\cos k}$ each give the modified Bessel function $I_0(s)$. For the $x$ average, integrate by parts:

$$
\int_{-\pi}^{\pi}\frac{dk}{2\pi}\sin^2k\,e^{s\cos k}
=\frac1s\int_{-\pi}^{\pi}\frac{dk}{2\pi}\cos k\,e^{s\cos k}
=\frac{I_1(s)}s .
$$

Therefore

$$
t=\int_0^\infty e^{-3s}I_0(s)^2\frac{I_1(s)}s\,ds=0.209842,
\qquad f=\frac{1-t}{1+t}=0.653109 .
$$

In an infinite crystal the vacancy can escape for good. The value $f$ applies when the next vacancy to reach the tracer then comes from a random direction, which is the dilute limit.

## The missing point gives $1/N$

In a cubic cell the three axes are equivalent, so the summand of (4) may be replaced by its average over them,

$$
g(\mathbf k)=\frac{\sum_i\sin^2k_i}{3\,\Omega(\mathbf k)} .
$$

Let $S_4=\sum_ik_i^4$ and $k^2=\sum_i k_i^2$. For small $k$,

$$
\sum_i\sin^2k_i=k^2-\frac{S_4}3+\dots,\qquad
\Omega=\frac{k^2}2-\frac{S_4}{24}+\dots,
$$

$$
g=\frac23\left(1-\frac{S_4}{3k^2}\right)\left(1+\frac{S_4}{12k^2}\right)+O(k^4)
=\frac23-\frac{S_4}{6k^2}+O(k^4).\tag{5}
$$

The averaged summand thus has the limit $2/3$ at $\mathbf k=0$. Set $g(0)=2/3$, and let $T_N$ be the mean of $g$ over all $N$ mesh points. The sum in (4) omits the origin, so

$$
t_N=T_N-\frac{2}{3N}.\tag{6}
$$

The next section shows that $T_N-t$ is only of order $L^{-5}$. The $1/N$ error is therefore the contribution of one mesh point, its value $2/3$ times its weight $1/N$. This uniform mode is absent from the sum (4) because $h$ is odd.

The sign can be pictured by unfolding the torus into an infinite lattice with a copy of the tracer in every cell. A vacancy that starts on the $+x$ side of one tracer and walks to the next copy along $+x$ can reach it from its $-x$ side. Such a path counts with the opposite sign and opposes the backtracking. The picture shows how images can raise $f_N$; the sign and size of the net effect come from (6).

## The first correction

Since $g$ is periodic, $g(\mathbf k)=\sum_{\mathbf r}G(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}$ with

$$
G(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\,g(\mathbf k)e^{i\mathbf k\cdot\mathbf r}
$$

over the Brillouin zone. The mesh average of $e^{-i\mathbf k\cdot\mathbf r}$ is one if $\mathbf r=L\mathbf R$ with integer $\mathbf R$, and zero otherwise. Hence

$$
T_N=\sum_{\mathbf R}G(L\mathbf R)=t+\sum_{\mathbf R\ne0}G(L\mathbf R).
$$

At large distance $G$ is governed by the non-analytic part of $g$. The only zero of $\Omega$ in the zone is $\mathbf k=0$, so (5) supplies that part. Split

$$
\frac{S_4}{k^2}=\frac35k^2+\frac{P(\mathbf k)}{k^2},\qquad
P(\mathbf k)=S_4-\frac35k^4 .
$$

The first term is a polynomial and gives no long-range tail. For the second, start from $\int d^3k\,e^{i\mathbf k\cdot\mathbf r}/[(2\pi)^3k^2]=1/(4\pi r)$. Each factor $k_i$ becomes $-i\partial_i$, and $(-i)^4=1$, so the transform of $P(\mathbf k)/k^2$ is $P(\nabla)$ acting on $1/(4\pi r)$. The $k^4$ part of $P$ becomes $\nabla^2\nabla^2$, which gives zero on $1/r$ for $r\ne0$. The rest follows from

$$
\partial_x^4\frac1r=\frac{105x^4}{r^9}-\frac{90x^2}{r^7}+\frac9{r^5},
$$

$$
\sum_i\partial_i^4\frac1r=\frac{105\sum_ir_i^4}{r^9}-\frac{63}{r^5}
=\frac{105}{r^5}\left(\frac{\sum_ir_i^4}{r^4}-\frac35\right).
$$

With the factor $-1/6$ from (5),

$$
G(\mathbf r)=-\frac{35}{8\pi r^5}
\left(\frac{\sum_ir_i^4}{r^4}-\frac35\right)+O(r^{-7}).
$$

The remainder comes from terms of degree four in $k$: substituting $\mathbf k=\mathbf q/r$ shows that degree $p$ gives $r^{-3-p}$. Inserting $\mathbf r=L\mathbf R$,

$$
t_N=t-\frac2{3N}-\frac B{L^5}+O(L^{-7}),\tag{7}
$$

$$
B=\frac{35}{8\pi}\sum_{\mathbf R\ne0}\frac1{R^5}
\left(\frac{\sum_iR_i^4}{R^4}-\frac35\right)
=\frac{35}{8\pi}\times2.13136=2.968 .
$$

The lattice sum converges because its terms fall as $R^{-5}$ in three dimensions. The direct sums (4) at $L=30$ and $60$, extrapolated to remove the next power, also give $2.968$.

It remains to pass from $t_N$ to $f_N$. Let $\delta=c_N-c=t-t_N$. Differentiating (2) gives $df/dc=2/(1-c)^2=2/(1+t)^2$. Since $1+f=2/(1+t)$, this slope equals $(1+f)^2/2$. Thus

$$
f_N-f=\frac{(1+f)^2}2\left(\frac2{3N}+\frac B{N^{5/3}}\right)+O(N^{-2}),
$$

which is (1). The remainder is of order $N^{-2}$ because the curvature of $f(c)$ multiplies $\delta^2$. This order describes very large cells; at the sizes tabulated below, the $L^{-7}$ term of (7) is the larger part of the remainder.

## Size of the terms

| $L$ | $N$ | error $f_N-f$ | leading term | two terms |
|---|---|---|---|---|
| 4 | 64 | 0.02228 | 0.01423 | 0.01819 |
| 6 | 216 | 0.00499 | 0.00422 | 0.00474 |
| 10 | 1000 | 0.000957 | 0.000911 | 0.000951 |
| 20 | 8000 | 0.000115 | 0.000114 | 0.000115 |

Relative to the true error, the leading term falls short by 36% at $L=4$, 15% at $L=6$ and 5% at $L=10$. Two terms fall short by 18%, 5% and 0.6%. The expansion is thus a poor guide at $L=4$.

Between $L=30$ and $60$ the measured exponent of the error in $N$ is $-1.0018$. The small excess over one is the first correction: the factor $1+4.45/L^2$ changes the logarithm of the error by about $-0.0037$ while $\ln N$ grows by $\ln 8=2.08$, which adds $-0.0018$.

A single cell can be corrected without knowing $f$. Replacing $f$ by $f_N$ in the leading coefficient changes the result only at order $N^{-2}$, so

$$
f\simeq f_N-\frac{(1+f_N)^2}{3N}.
$$

At $L=6$ this gives $0.658099-(1.658099)^2/648=0.653856$. The error drops from $0.0050$ to $0.0007$, and what is left is mainly the $N^{-5/3}$ term.

## Two related cases

**Jump rate inferred from the vacancy fraction.** Suppose the tracer jumps are not counted but estimated as the number of vacancy hops times $1/N$. With equal rates, the vacancy is equally likely to be on any of the $N-1$ sites other than the tracer's. Six of them adjoin the tracer, and from each the chance of exchanging with it is $1/6$. The true share of hops is therefore $1/(N-1)$, and the apparent factor is

$$
f_N\frac N{N-1}=f+\frac1N\left[\frac{(1+f)^2}3+f\right]+O(N^{-5/3}).
$$

The coefficient rises from $0.911$ to $1.564$. A fit of $1/N$ data must therefore state which jump count was used.

**Tracer with a different exchange rate.** Let the vacancy exchange with the tracer at $\rho$ times the normal rate. For the vacancy at $\hat{\mathbf x}$ the balance is $(5+\rho)h(\hat{\mathbf x})=\sum_{\mathbf e}h(\hat{\mathbf x}+\mathbf e)+\rho$. Adding $(1-\rho)h(\hat{\mathbf x})$ to both sides restores the operator of (3), with the unit source replaced by $\rho+(1-\rho)h(\hat{\mathbf x})$. The sites $\pm\hat{\mathbf y}$ and $\pm\hat{\mathbf z}$ need no change because $h=0$ there. A unit source gives $h(\hat{\mathbf x})=t_N$, so

$$
h(\hat{\mathbf x})=\frac{\rho t_N}{1-(1-\rho)t_N},\qquad
f_N(\rho)=\frac{1-h(\hat{\mathbf x})}{1+h(\hat{\mathbf x})}
=\frac{f_N}{f_N+\rho(1-f_N)} .
$$

The last form uses $1-f_N=2t_N/(1+t_N)$. For $\rho\to0$ the factor tends to one and the cell error vanishes in proportion to $\rho$: exchanges are so rare that the vacancy loses its memory of the last one.

## Oxygen in a fluorite oxide

The oxygen sites of a fluorite oxide form a simple cubic lattice, and a supercell of $n\times n\times n$ conventional cells has $L=2n$. Take rough values in the regime of ceria: jump length $0.27$ nm, barrier $0.5$ eV, attempt frequency $10$ THz, temperature $1000$ K. With $k_BT=0.08617$ eV the exchange rate per neighbour is

$$
w=10^{13}\,\mathrm{s^{-1}}\,e^{-0.5/0.08617}=3.02\times10^{10}\ \mathrm{s^{-1}} .
$$

For $n=3$, $N=216$. The tracer jumps at the rate $6w/(N-1)$, and $D=(\text{jump rate})\,a^2f_N/6$, so

$$
D=\frac{0.658\times3.02\times10^{10}\times(2.7\times10^{-8})^2}{215}
=6.74\times10^{-8}\ \mathrm{cm^2/s}.
$$

With the infinite-lattice $f$ and the same jump rate it would be $6.69\times10^{-8}$ cm²/s. The cell error is $0.76\%$ of $f$. The third digit serves this comparison only: a barrier change of $0.1$ eV alters $D$ by a factor of about three, while leaving $f$ unchanged in this model. Among even $L$, an error in $f$ below $0.001$ first occurs at $L=10$, or five conventional cells per edge.

Sampling noise can hide the effect. For a long walk with three independent Gaussian components of variance $\sigma^2$, $R^2$ has mean $3\sigma^2$ and variance $6\sigma^4$, a relative variance of $2/3$. The standard error of the mean equals the cell error after $(2/3)/(0.00764)^2\approx11\,000$ independent walks, each used for one end-to-end displacement.

Four effects that the model neglects were sized in the same 216-site cell, each alone, by solving the Markov process with that effect included. They are to be compared with the cell error $+0.0050$:

- A second vacancy shifts $f$ by $+0.0019$, if the two vacancies interact only by being unable to share a site.
- The mass of oxygen-18, taken at its largest effect $\rho=\sqrt{16/18}=0.943$, shifts it by $+0.013$.
- Face-diagonal jumps with an assumed extra barrier of $0.5$ eV shift it by $+0.0045$. Because the jump lengths now differ, $na^2$ in the definition of $f$ is replaced here by the sum of the squared jump lengths.
- One dopant cation that binds the vacancy by an assumed $0.2$ eV on its eight adjacent oxygen sites shifts it by $-0.079$, if each barrier keeps its height above the mean energy of the two sites it joins.

The dopant effect is about sixteen times the cell error, but it depends on the barrier rule as well as on the binding. If the dopant lowered the site energies and left all saddle energies unchanged, every exchange would occur equally often in equilibrium and the shift would be zero. One dopant among the cell's 108 cations is also far below the roughly 10% used in ceria electrolytes, where vacancies are numerous and interact. Of the four effects sized here, the unequal vacancy jumps near a dopant are thus the largest for the energies and barrier rule assumed. Formula (1) corrects the size of a simulation cell in the ideal model; it does not turn $f_N$ into a prediction for doped ceria. The full set of values is in the numerical output.

## Table of computed values

```
All f values and errors are dimensionless
infinite lattice: t = 0.20984170, mean cosine = -0.20984170
infinite lattice: f = 0.65310884
leading coefficient (1+f)^2/3 = 0.91092
image sum = 2.13136, B = 2.96814
B from Fourier sums at L=30,60 = 2.96803
coefficient of N^(-5/3) in f_N = 4.05562
error exponent in N between L=30 and 60 = -1.00181
N * error at L=60 = 0.91206
coefficient if vacancy fraction 1/N is used = 1.56403
L, N, f_N, error, leading term, two terms, corrected f:
  4    64 0.675393 0.022284 0.014233 0.018194 0.660773
  6   216 0.658099 0.004990 0.004217 0.004739 0.653856
  8   512 0.655040 0.001932 0.001779 0.001903 0.653257
 10  1000 0.654066 0.000957 0.000911 0.000951 0.653154
 12  1728 0.653654 0.000545 0.000527 0.000543 0.653126
 20  8000 0.653224 0.000115 0.000114 0.000115 0.653110
Example inputs (rough, regime of ceria):
jump length = 0.27 nm, barrier = 0.5 eV
attempt frequency = 10.0 THz, temperature = 1000 K
kT = 0.08617 eV, exchange rate per neighbour = 3.021e+10 1/s
cell: L = 6, oxygen sites N = 216, f_N = 0.658099
relative error of f_N = 0.764 %
apparent f with vacancy fraction 1/N = 0.661160
tracer diffusivity in the cell = 6.7405e-08 cm2/s
same with infinite-lattice f = 6.6894e-08 cm2/s
smallest even L with error below 0.001 = 10
  conventional cells per edge = 5
independent walks with noise equal to error = 11422
Neglected effects in the 216-site cell, shift of f:
finite-cell error, for comparison = +0.004990
second vacancy = +0.001877
oxygen-18 jump rate ratio = 0.94281
oxygen-18 mass, largest effect = +0.013125
diagonal jumps: extra barrier = 0.5 eV
  rate ratio = 3.021e-03, shift = +0.004524
dopant binding = 0.2 eV, shift = -0.079212
```
